Bloch bands and degeneracies of the complex potential V0 exp(iGx)

**Setting**

A particle of mass m moves on a line with the Hamiltonian

H = p²/2m + V0 exp(iGx), G = 2π/a, V0 > 0.

A complex V0 would add nothing new, since its phase can be removed by shifting the origin of x. The potential has period a but is not real, so H is not Hermitian. Bloch states with real wave number k are written

ψ(x) = Σ_n c_n exp(iq_n x), q_n = k + nG, Σ_n |c_n|² < ∞,

with n running over all integers. The free energies are E_n = ħ²q_n²/2m, and the energy unit is

EB = ħ²(G/2)²/2m.

For numbers, take the free electron mass and the round model values a = 0.5 nm and V0 = 0.5 eV. Then G = 12.566 nm⁻¹, EB = 1.5041 eV and V0/EB = 0.33242. The numerical output follows the text.

**Part (a). Write the eigenvalue equation in plane waves and determine the spectrum at fixed k. Bound the algebraic multiplicity of each level.**

*Answer.* Multiplication by exp(iGx) turns exp(iq_n x) into exp(iq_{n+1} x). The potential therefore feeds each plane wave into the next higher one and nowhere else:

⟨m|V|n⟩ = V0 δ_{m,n+1}.

The matrix is lower triangular, and its row n reads

(E − E_n) c_n = V0 c_{n−1}. (1)

For a finite triangular matrix the eigenvalues are the diagonal entries. This matrix is infinite in both directions, so the conclusion needs an argument.

Suppose that nonzero c_n occurred at arbitrarily low n. Equation (1) gives c_{n−1} = (E − E_n)c_n/V0. Since E_n grows as n², there is an n* below which |E − E_n| ≥ 2V0. Choose n1 < n* with c_{n1} ≠ 0. Then |c_{n−1}| ≥ 2|c_n| for all n ≤ n1, and the coefficients grow without limit as n → −∞. This contradicts Σ|c_n|² < ∞. Hence there is a lowest index n0 with c_{n0} ≠ 0. Its row has zero on the right, so

E = E_{n0}.

Every eigenvalue is thus a free energy. Conversely, every free energy is an eigenvalue. At most two indices share one energy, because q² = q'² means q' = ±q. Take n0 as the higher of them, if there are two. Then E_{n0} ≠ E_n for all n > n0, and (1) gives

c_n = V0 c_{n−1}/(E_{n0} − E_n), n > n0,

which decays rapidly because the denominators grow as n².

There is no other kind of spectrum. Let D be the diagonal part and V the potential, whose norm is V0. For η > V0,

D + V − iη = [1 + V(D − iη)⁻¹](D − iη).

The norm of V(D − iη)⁻¹ is at most V0/η < 1, so the bracket has a bounded inverse. The operator (D − iη)⁻¹ is diagonal with entries tending to zero, hence compact, and so (H − iη)⁻¹ is compact too. An operator with a compact resolvent has only isolated eigenvalues of finite algebraic multiplicity.

To bound that multiplicity, consider a generalized vector, (H − E)^r c = 0. The vector (H − E)c is of order r − 1. If it has a lowest index, then far below that index c obeys (1), and the growth argument gives c a lowest index as well. By induction on r this holds for all r. The lowest row of (H − E)^r c = 0 is

(E_{n0} − E)^r c_{n0} = 0,

so again E_{n0} = E. A generalized vector whose components vanish at all indices with free energy E is therefore zero. The generalized space has at most as many dimensions as there are such indices: one for an isolated free level, two where free levels meet. For isolated levels the count already equals the free one. Parts (c) and (d) show that the bound of two is reached at the meetings.

**Part (b). Find the eigenfunctions in closed form away from degeneracies, and confirm the energies in real space.**

*Answer.* Put ν = 2q_{n0}/G, so that E_{n0} = EB ν². Moving up by l reciprocal vectors changes ν to ν + 2l, and

E_{n0} − E_{n0+l} = EB[ν² − (ν + 2l)²] = −4EB l(ν + l).

With c_{n0} = 1, the product of j such steps is

c_{n0+j} = (−V0/4EB)^j / [j! (ν+1)(ν+2)…(ν+j)]. (2)

This is the series of a Bessel function. In

J_ν(z) = (z/2)^ν/Γ(ν+1) · Σ_j (−z²/4)^j/[j!(ν+1)…(ν+j)],

set z = √(V0/EB) exp(iGx/2). Then z²/4 = (V0/4EB) exp(iGx), and z^ν is proportional to exp(iνGx/2) = exp(iq_{n0}x). Up to a constant,

ψ(x) = J_ν(√(V0/EB) exp(iGx/2)).

Formula (2) fails when ν is a negative integer, because a denominator vanishes there.

For a real-space confirmation, let M(E) carry (ψ, aψ′) across one period. When ν = √(E/EB) is not an integer, J_ν and J_{−ν} both solve the equation at energy E. Under x → x + a the factor exp(iGx/2) gains the phase π, so the two solutions are multiplied by exp(iπν) and exp(−iπν). These multipliers differ, so the solutions are independent, and

tr M(E) = 2 cos πν = 2 cos(a√(2mE)/ħ). (3)

The last form uses EB = ħ²π²/(2ma²). Both sides are continuous in E, so (3) also holds at integer ν. The strength V0 has dropped out. Direct integration over one cell was compared with (3) for V0 = 0.5 and 5 eV, at E = −0.7, 0.4, EB, 3, 2 + 0.5i and 9 eV. The largest deviation of the trace was 6.3×10⁻¹².

At k = 0.3G the three lowest levels have ν = 0.6, −1.4 and 2.6:

0.36 EB = 0.5415 eV, 1.96 EB = 2.9481 eV, 6.76 EB = 10.1679 eV.

Solving tr M(E) = 2 cos ka with the integrated M returns the same values. The wave functions do change. For the lowest state, (2) gives

c_1/c_0 = −0.33242/(4 × 1.6) = −0.05194, c_2/c_0 = 0.00083.

The real potential V0 cos Gx behaves differently: its trace at EB is −2.0681. Since |2 cos ka| ≤ 2 for real k, that energy lies in a gap.

**Part (c). At k = G/2, examine the lowest level. Find its eigenvectors and its Jordan form.**

*Answer.* The free waves n = −1 (q = −G/2) and n = 0 (q = +G/2) both have energy EB. An eigenvector with this energy must satisfy row n = 0 of (1):

(EB − E_0) c_0 = 0 = V0 c_{−1}.

Hence c_{−1} = 0, and the lowest index is n = 0. Up to a factor there is one eigenvector u, with u_n = 0 for n < 0 and u_0 = 1. Since E_n = EB(2n+1)²,

u_n = V0 u_{n−1}/(EB − E_n) = −V0 u_{n−1}/[4EB n(n+1)], n ≥ 1.

A second vector w is sought with (H − EB)w = βu. Take w_n = 0 for n < −1, w_{−1} = 1 and w_0 = 0. The choice of w_0 is free, because adding a multiple of u to w changes nothing in the equation. Row by row:

n = −1: (E_{−1} − EB) · 1 = 0, as required, since u_{−1} = 0.

n = 0: V0 w_{−1} + (E_0 − EB) w_0 = V0 = β u_0, so β = V0.

n ≥ 1: V0 w_{n−1} + (E_n − EB) w_n = V0 u_n, so w_n = V0(u_n − w_{n−1})/(E_n − EB).

The growing denominators make w square-summable. With Hu = EB u and Hw = EB w + V0 u, the matrix of H in the basis (u, w) is

[[EB, V0], [0, EB]].

This is a defective Jordan block: algebraic multiplicity two, one eigenvector. The off-diagonal value V0 belongs to the normalization u_0 = w_{−1} = 1. Rescaling w changes it, but cannot make it zero. For the example,

u_1 = −V0/(8EB) = −0.04155, u_2 = 0.00058,

w_1 = V0 u_1/(8EB) = −0.00173, w_2 = 0.00003.

The block thus consists almost entirely of the two degenerate plane waves.

In real space, tr M = −2 and det M = 1 at this energy. The determinant is 1 because the equation has no first-derivative term, so the Wronskian is constant. The Cayley–Hamilton theorem gives M² + 2M + 1 = 0, that is, (M + 1)² = 0. If M were −1, there would be two independent Bloch solutions, contrary to the result above. So M = −1 + D with D ≠ 0 and D² = 0, and after p cells

M^p = (−1)^p (1 − pD).

The second solution grows linearly with distance and is not a Bloch state. For the cell that starts at x = 0, the norm of D is numerically 0.7090, whereas for V0 = 0 it vanishes. The value depends on where the cell starts (it is 1.1331 for a start at x = a/2); only D ≠ 0 is independent of that choice.

**Part (d). Which other levels are defective, and with what coupling?**

*Answer.* Two free levels meet when q = −NG/2 and q = +NG/2 belong to the same k, with N = 1, 2, 3, …. These waves are N steps apart. Odd N occurs at k = G/2, even N at k = 0, and the common energy is E = N²EB. The bottom of the band, q = 0, has no partner and is not defective.

Start from amplitude 1 in the lower wave and label the waves between by j = 1, …, N−1, with q = (−N + 2j)G/2. Then

E − E_j = EB[N² − (N − 2j)²] = 4EB j(N − j).

In these rows the upper eigenvector u vanishes, so w obeys (1). The last wave before the partner has the amplitude

w_{N−1} = V0^{N−1} / ∏_{j=1}^{N−1} 4EB j(N−j) = V0^{N−1}/[(4EB)^{N−1}((N−1)!)²].

The two factors j and N − j each run through 1, …, N−1, which gives the squared factorial. In the partner's row the diagonal term vanishes, and V0 w_{N−1} = β_N u_N with u_N = 1. Therefore

β_N = V0^N / [(4EB)^{N−1} ((N−1)!)²]. (4)

Above the partner, w continues as in part (c), with β_N u_n on the right-hand side. An eigenvector starting at the lower wave with amplitude c would need β_N c = 0, so none exists. Since β_N is never zero, every meeting of two free levels is defective, at the zone centre as well as at the boundary. With part (a), this completes the proof that the free energies survive with their algebraic multiplicities.

For the example, 4EB = 6.0165 eV, and

β_1 = 0.5 eV at 1.5041 eV,

β_2 = 0.25/6.0165 = 0.04155 eV at 6.0165 eV,

β_3 = 0.125/(6.0165² × 4) = 0.00086 eV at 13.5371 eV.

A singular-value analysis of an 11-wave matrix reproduces these couplings and finds, in each case, one eigenvector inside a two-dimensional generalized eigenspace. The digits of β_2 agree with those of |u_1| because β_2 = 2V0|u_1| and 2V0 = 1 eV here.

**Part (e). How do the two states behave as k approaches G/2? What happens in time at k = G/2 to a particle prepared in one of the two plane waves?**

*Answer.* Let k = G/2 − κ with 0 < κ < G/2. The lower state starts at n = 0 and the upper one at n = −1. Their energies differ by

E_{−1} − E_0 = (ħ²/2m)[(G/2+κ)² − (G/2−κ)²] = ħ²Gκ/m = 8EB κ/G.

Row n = 0 of (1), taken at the upper energy, gives

c_0/c_{−1} = V0/(E_{−1} − E_0) = V0 G/(8EB κ). (5)

As κ → 0 the upper state turns into the lower one. The ratio reaches 1 at κ = 0.0416G. With r for the ratio (5), keeping these two waves alone gives the overlap r/√(1+r²) of the normalized states. The full vectors give:

κ = 0.1G: r = 0.4155, overlap 0.3842;

κ = 0.01G: r = 4.155, overlap 0.9723;

κ = 0.001G: r = 41.55, overlap 0.9997.

The eigenvectors of a Hermitian H with different energies would be orthogonal.

At k = G/2, start in q = −G/2, so c_{−1}(0) = 1. Waves with n < −1 are never fed, and

iħ dc_{−1}/dt = EB c_{−1}, iħ dc_0/dt = EB c_0 + V0 c_{−1}.

The first equation gives c_{−1} = exp(−iEB t/ħ). Writing c_0 = b(t) exp(−iEB t/ħ) in the second leaves iħ db/dt = V0, so

c_0(t) = −i(V0 t/ħ) exp(−iEB t/ħ). (6)

Higher waves do not act back on these two, so (6) holds at all times in this model. With V0/ħ = 0.7596 fs⁻¹, |c_0| is 0.760 after 1 fs and 7.596 after 10 fs. The total norm squared is then 58.80. Of this, 1 belongs to q = −G/2, 57.70 to q = +G/2, and the remaining 0.10 to higher waves. Real energies thus do not imply a conserved norm. A particle prepared in q = +G/2 never acquires any amplitude in q = −G/2, so the scattering is one-way.

**Part (f). The potential is now V₊ exp(iGx) + V₋ exp(−iGx). On what do the energies depend? Estimate the splitting at k = G/2 if the sine part of V0 exp(iGx) is wrong by 1 %.**

*Answer.* The equation has entire coefficients, so its solutions extend to complex x, and the Bloch condition extends with them. Replacing x by x + ζ, with ζ complex, leaves E and k unchanged but changes the amplitudes to

V₊ exp(iGζ) and V₋ exp(−iGζ).

Their product is fixed. If both are nonzero, ζ can be chosen to make them equal, so the energies depend on V₊V₋ alone. With V₋ = 0 an imaginary ζ rescales V0 by any positive factor, which is another way to see that the energies cannot depend on its strength.

To leading order, for √|V₊V₋| much smaller than the distance 8EB to the next level, keep the waves n = −1 and n = 0:

[[EB, V₋], [V₊, EB]], E = EB ± √(V₊V₋), splitting 2√(V₊V₋). (7)

Write the faulty potential as V0[cos Gx + i(1 − d) sin Gx]. Splitting cosine and sine into exponentials gives

V₊ = V0(1 − d/2), V₋ = V0 d/2.

For d = 0.01, V₊ = 0.4975 eV and V₋ = 0.0025 eV, and

2√(0.4975 × 0.0025) eV = 0.0705 eV.

Diagonalization with 11 waves gives the same value. The real cosine, d = 1, has V₊ = V₋ = 0.25 eV and a gap of 0.4998 eV, against 0.5 eV from (7). A 1 % error thus opens 14 % of that gap, because the splitting grows as the square root of the error. The square root arises because, in (7), the upward coupling V₊ stays finite while the error supplies a direct downward coupling V₋ proportional to d. An ordinary isolated level would shift in proportion to a small perturbation. The defective levels with N ≥ 2 do not show this square root here, because V₋ connects their two waves only through N successive steps.

For d = −0.01 the sine part is too strong and V₊V₋ is negative. In the two-wave estimate (7) the energies become EB ± 0.0354i eV; the higher waves add a common real shift of about 0.0001 eV. One state then grows exponentially, its amplitude rising by a factor e in ħ/(0.0354 eV) ≈ 19 fs, while the other decays.

For V₊ ≠ 0, the exact free bands therefore require V₋ = 0. A real potential of this two-exponential form, such as a simple model of an electron in a closed crystal, cannot meet this condition: it has V₋ = V₊*, the product is |V₊|², and a gap opens at k = G/2. The numbers above describe a model with balanced gain and loss, not a particular material.

Computed results

```
period a = 0.5 nm, V0 = 0.5 eV, G = 12.5664 1/nm
zone-boundary energy EB = 1.50412 eV, V0/EB = 0.33242
largest deviation of cell trace from free value = 6.3e-12
cell trace at EB for real potential V0 cos(Gx) = -2.0681
k=0.3G, n= 0: free 0.541483 eV, integrated 0.541483 eV
k=0.3G, n=-1: free 2.948076 eV, integrated 2.948076 eV
k=0.3G, n= 1: free 10.167856 eV, integrated 10.167856 eV
k=0.3G, lowest state: c_1/c_0 = -0.051941
k=0.3G, lowest state: c_2/c_0 = 0.000830
norm of (cell matrix + 1) at EB = 0.7090
block N=1: energy 1.5041 eV, coupling 0.500000 eV
block N=2: energy 6.0165 eV, coupling 0.041553 eV
block N=3: energy 13.5371 eV, coupling 0.000863 eV
eigenvector u: u_0 = 1, u_1 = -0.041553, u_2 = 0.000576
generalized w: w_-1 = 1, w_0 = 0, w_1 = -0.001727, w_2 = 0.000032
kappa=0.1G: level distance 1.20330 eV, c_0/c_-1 0.4155, overlap 0.384152
kappa=0.01G: level distance 0.12033 eV, c_0/c_-1 4.1553, overlap 0.972289
kappa=0.001G: level distance 0.01203 eV, c_0/c_-1 41.5525, overlap 0.999711
t= 1.0 fs: |c_0| = 0.7596, total norm squared = 1.5781
t= 5.0 fs: |c_0| = 3.7982, total norm squared = 15.4512
t=10.0 fs: |c_0| = 7.5963, total norm squared = 58.8034
mismatch d= 0.01: V+ 0.49750 eV, V- 0.00250 eV, splitting Re 0.07053 Im 0.00000 eV, two-wave 0.07053 eV
mismatch d=-0.01: V+ 0.50250 eV, V- -0.00250 eV, splitting Re 0.00000 Im 0.07089 eV, two-wave 0.07089 eV
mismatch d= 1.00: V+ 0.25000 eV, V- 0.25000 eV, splitting Re 0.49978 Im 0.00000 eV, two-wave 0.50000 eV
```
